# How uniform is a 5 µm electrode particle during one-hour charging?

**Question.** A spherical electrode particle of radius 5 µm takes up lithium at constant current, at a rate that would fill it in one hour. The lithium diffusivity is \(10^{-14}\ \mathrm{m^2/s}\). Can the particle remain nearly uniform in composition, and how does the answer change with particle size, diffusivity and charging time?

**Answer.**

### Why the first estimate does not decide

Diffusion over a distance \(R\) takes a time of order \(R^2/D\). Here

\[
\frac{R^2}{D}=\frac{(5\times10^{-6}\ \mathrm{m})^2}{10^{-14}\ \mathrm{m^2/s}}=2500\ \mathrm{s},
\]

while the charging time is \(T=3600\ \mathrm{s}\). The ratio is 0.69. A ratio far below one would mean a uniform particle, and one far above one a strongly non-uniform particle. A ratio near one leaves the decision to the numerical factor, which has to be derived.

"Nearly uniform" also needs a measure. Let \(\Delta c\) be the concentration swing, the rise in concentration between the empty and the full particle. Let \(x\) be the fraction of that swing reached at a given point, so that \(x=0\) at the start and \(x=1\) when full. The main measure is the difference in \(x\) between surface and centre, called the spread. A spread of 10% means a difference of one tenth of the full swing, not of the lithium present at that moment.

The model assumes a sphere of fixed radius, a constant diffusivity, the same flux over the whole surface, and a single phase at every composition. The last condition is essential. A particle that separates into a lithium-poor and a lithium-rich phase keeps a concentration jump between them however slowly it is charged, and the result below does not apply to it. Insertion is treated here; for extraction, the deviations from the mean change sign.

### The flux and the profile

Let \(j\) be the inward flux at the surface, in moles per area and time. The lithium entering during \(T\) must equal the swing times the volume:

\[
4\pi R^2\,j\,T=\frac{4\pi R^3}{3}\,\Delta c
\quad\Rightarrow\quad
j=\frac{R\,\Delta c}{3T}.
\]

Suppose that the profile has settled into a fixed shape that rises as a whole. Every point then fills at the same rate, \(\Delta c/T\). The lithium crossing a sphere of radius \(r\) has to supply the volume inside it. If \(j(r)\) is the inward flux there,

\[
4\pi r^2\,j(r)=\frac{4\pi r^3}{3}\,\frac{\Delta c}{T}
\quad\Rightarrow\quad
j(r)=\frac{r\,\Delta c}{3T}=j\,\frac{r}{R}.
\]

Fick's law gives the outward flux as \(-D\,dc/dr\), so the inward flux is \(+D\,dc/dr\). With \(dc=\Delta c\,dx\) and \(\xi=r/R\),

\[
D\,\frac{\Delta c}{R}\,\frac{dx}{d\xi}=\frac{R\,\xi\,\Delta c}{3T}
\quad\Rightarrow\quad
\frac{dx}{d\xi}=P\,\xi,\qquad P=\frac{R^2}{3DT}.
\]

Integration gives \(x=P\xi^2/2+\text{constant}\). The constant follows from the volume mean, written \(\langle\ \rangle\). A shell has a volume proportional to \(\xi^2d\xi\), so

\[
\langle \xi^2\rangle=3\int_0^1\xi^4\,d\xi=\frac35 .
\]

The mean filling after a time \(t\) is \(t/T\), since the current is constant. Therefore

\[
x(\xi,t)=\frac{t}{T}+P\left(\frac{\xi^2}{2}-\frac{3}{10}\right).
\]

This satisfies the diffusion equation. The left side is \(\partial x/\partial t=1/T\). On the right, the Laplacian of \(\xi^2/2\) with respect to \(\xi\) is 3, so the diffusion term is \(3DP/R^2=1/T\).

### How large the deviation is

At the surface \(\xi=1\) and the bracket is \(1/2-3/10=1/5\). At the centre it is \(-3/10\). Hence

\[
x_{\rm surface}-x_{\rm centre}=\frac P2=\frac{R^2}{6DT},
\qquad
x_{\rm surface}-\langle x\rangle=\frac P5=\frac{R^2}{15DT}.
\]

For the given particle \(P=0.6944/3=0.2315\), and so

- the spread is \(0.2315/2=11.6\%\) of the swing;
- the surface leads the mean by \(0.2315/5=4.6\%\);
- the centre lags the mean by \(0.3\times0.2315=6.9\%\).

The root-mean-square deviation counts each part of the particle by its volume. With \(\langle\xi^4\rangle=3/7\),

\[
\left\langle\left(\frac{\xi^2}{2}-\frac3{10}\right)^2\right\rangle
=\frac{3}{28}-\frac{3}{10}\cdot\frac35+\frac{9}{100}
=\frac{3}{28}-\frac{9}{100}=\frac{3}{175},
\]

which gives \(P\sqrt{3/175}=3.0\%\) of the swing.

The particle can therefore remain nearly uniform if a spread of about 12% is acceptable. It narrowly misses a strict 10% limit and is far from a 1% limit. The estimate \(R^2/D\) looked less favourable because it lacks the factor \(1/6\). Part of that factor comes from the sphere's ratio of volume to surface, which puts the 3 into \(j\); the other 2 comes from integrating a flux that falls linearly to zero at the centre.

### Does the profile have time to form?

The particle starts uniform, so the settled profile is not present at first. The difference between the true and the settled solution obeys the diffusion equation with no flux through the surface, because both solutions carry the same surface flux. Its volume mean is zero, because both contain the same amount of lithium.

Consider a difference of the form \(f(r)e^{-t/\tau}\) and write \(f=w/r\). The spherical Laplacian of \(f\) is \(w''/r\), so the diffusion equation becomes

\[
w''=-k^2w,\qquad \frac1\tau=Dk^2 .
\]

The solution that stays finite at the centre is \(w=\sin kr\). The condition of zero flux at \(r=R\) reads

\[
\frac{d}{dr}\left(\frac{\sin kr}{r}\right)_{r=R}
=\frac{kR\cos kR-\sin kR}{R^2}=0
\quad\Rightarrow\quad
\tan\lambda=\lambda,\quad \lambda=kR .
\]

The root \(\lambda=0\) is a uniform shift, which the zero mean excludes. The first remaining root is \(\lambda=4.493\), and the slowest decay time is

\[
\tau=\frac{R^2}{\lambda^2D}=\frac{2500\ \mathrm{s}}{20.19}=124\ \mathrm{s}.
\]

This is short compared with an hour. A numerical solution of the full time-dependent equation, started from a uniform particle, reaches 95% of the final spread after about 384 s, some three decay times. The spread rises steadily towards its limit without overshooting, and ends at 11.57%, in agreement with the formula. The settled value is thus also the largest spread during the charge. If the current is switched off, the remaining differences fade with the same slowest time, about two minutes.

### What the non-uniformity costs

The surface fills first. If its concentration may not exceed the full value, the constant current has to end when \(t/T+P/5=1\), that is, at

\[
t_{\rm stop}=T-\frac{R^2}{15D}=3600\ \mathrm{s}-167\ \mathrm{s}=3433\ \mathrm{s}.
\]

The mean filling is then 95.4%. In this form the loss is a fixed time, 167 s of charging, whatever the current, provided the profile has settled before the stop. For very fast charging this condition fails: if \(T\) is only a few times 124 s, the surface fills while the transient is still present, and the full diffusion equation is needed.

The missing 4.6% can be added by holding the surface at the full value and letting the current decrease. The deficit \(1-x\) then vanishes at the surface, so the condition on \(w=\sin kr\) becomes \(\sin kR=0\), with first root \(kR=\pi\). The slowest decay time is now \(R^2/(\pi^2D)=253\ \mathrm{s}\). It is longer than 124 s because lithium has to come in from the surface, whereas in the closed particle it is merely redistributed.

### How the answer scales

At fixed charging time the spread is proportional to \(R^2\). Halving the radius reduces it fourfold. It is inversely proportional to both \(D\) and \(T\). For a permitted spread \(s\), solving \(s=R^2/(6DT)\) for the radius gives

\[
R=\sqrt{6\,s\,D\,T}.
\]

With the given \(D\) and \(T\), a 10% spread allows 4.65 µm and a 1% spread allows 1.47 µm. If the radius stays at 5 µm, a 10% spread needs either \(D=1.16\times10^{-14}\ \mathrm{m^2/s}\) or a charging time of 4167 s. These rules hold for a settled profile in a single-phase particle with constant \(D\).

A different comparison keeps the surface flux fixed instead of the charging time. From \(j=R\Delta c/(3T)\), the concentration difference is

\[
\frac{R^2\Delta c}{6DT}=\frac{jR}{2D},
\]

which is proportional to \(R\), not \(R^2\). The larger particle has a longer diffusion path, but it also takes longer to fill.

### An example with concentrations

Take a rough swing of \(\Delta c=25\,000\ \mathrm{mol/m^3}\), a round value in the range of intercalation electrodes of lithium-ion cells. The surface flux is

\[
j=\frac{5\times10^{-6}\times25\,000}{3\times3600}
=1.16\times10^{-5}\ \mathrm{mol/(m^2\,s)},
\]

or \(0.11\ \mathrm{mA/cm^2}\) of particle surface. This is not the current per area of the electrode sheet, which collects the current of many particles. The concentration difference between surface and centre is \(0.1157\times25\,000\approx2900\ \mathrm{mol/m^3}\).

### Diffusivity, current and temperature

Since the spread goes as \(1/D\), an error of a factor of two in \(D\) alters the verdict. Three cases show how little reserve there is. In each, the diffusion equation was solved until the surface was full, with the other settings unchanged.

First, let \(D\) fall tenfold as the particle fills, from \(3.16\times10^{-14}\) to \(3.16\times10^{-15}\ \mathrm{m^2/s}\), passing \(10^{-14}\) at half filling. The final spread is 24% and the mean filling at the stop is 89%. The given diffusivity is correct at mid-charge, yet the spread is twice the earlier estimate, because near the end lithium has to pass through material of low diffusivity.

Second, let the particle carry twice the mean current, as can happen where an electrode reacts unevenly. This halves \(T\) and doubles the spread to 23%. The mean filling at the stop is 91%.

Third, cool the cell from 298 K to 273 K, with a rough activation energy of 0.4 eV for diffusion. The Arrhenius law \(D\propto\exp(-E_a/k_BT_{\rm abs})\) reduces \(D\) to 0.240 of its value. The formula predicts a spread of \(11.57\%/0.240=48.2\%\), and the full solution gives 48.0%. The small shortfall has the sign and size of a remaining transient: \(\tau\) is now \(124/0.240\approx516\ \mathrm{s}\), so the stop comes only between five and six decay times after the start. The mean filling is 81%. This particle is not nearly uniform.

### Swelling and stress

In many hosts, inserted lithium expands the lattice. With a rough partial molar volume \(\Omega=3.5\times10^{-6}\ \mathrm{m^3/mol}\), the full swing increases the volume by \(\Omega\Delta c=8.75\%\) and the radius by 2.8%. The fixed-radius model leaves this out. Path length, surface and volume change by 3 to 9%, so the expected correction to the spread is of the order of ten percent of itself, which is small beside the uncertainty in \(D\).

Uneven swelling also causes stress. Let \(u\) be the radial displacement, \(\Theta=u'+2u/r\) the volume strain, \(K\) the bulk modulus and \(G\) the shear modulus. For an isotropic elastic sphere whose stress-free volume strain is \(\Omega c\), the balance of forces is

\[
\left(K+\tfrac43G\right)\Theta'=K\Omega c'
\quad\Rightarrow\quad
\Theta=\frac{K\Omega c}{K+\frac43G}+\text{constant}.
\]

The hydrostatic stress, positive in tension, is \(\sigma_h=K(\Theta-\Omega c)\). Inserting \(\Theta\) gives

\[
\sigma_h=-S\,c+\text{constant},\qquad
S=\Omega\,\frac{\frac43KG}{K+\frac43G}=\frac{2\Omega E}{9(1-\nu)},
\]

where the last form uses \(K=E/[3(1-2\nu)]\) and \(G=E/[2(1+\nu)]\), with Young's modulus \(E\) and Poisson ratio \(\nu\). In a body without external load the volume mean of \(\sigma_h\) is zero, so \(\sigma_h=S(\langle c\rangle-c)\).

For rough values \(E=100\ \mathrm{GPa}\) and \(\nu=0.3\), \(S=1.11\times10^{5}\ \mathrm{J/mol}\). At the centre all three normal stresses are equal, and the concentration is \(0.0694\times25\,000\approx1740\ \mathrm{mol/m^3}\) below the mean. The stress there is about 190 MPa in tension. At the free surface the radial stress vanishes, so each of the two tangential stresses is \(3\sigma_h/2\approx-190\ \mathrm{MPa}\), a compression. Thus a spread that seems small for diffusion need not be small mechanically.

The stress also acts back on diffusion. Let \(R_g\) be the gas constant. For a dilute ideal solution, the chemical potential has the composition-dependent part \(R_gT_{\rm abs}\ln c-\Omega\sigma_h\). The inward flux is

\[
\frac{Dc}{R_gT_{\rm abs}}\frac{d\mu}{dr}
=D\left(\frac{dc}{dr}-\frac{\Omega c}{R_gT_{\rm abs}}\frac{d\sigma_h}{dr}\right)
=D\left(1+\frac{\Omega S c}{R_gT_{\rm abs}}\right)\frac{dc}{dr},
\]

since \(d\sigma_h/dr=-S\,dc/dr\). Lithium is driven out of the compressed outer region towards the stretched centre, which evens out the profile. If \(c\) starts from zero, the factor on \(D\) reaches 4.9 at full swing. The final spread is then only 2.4%, and the final stresses are correspondingly lower than those above. Early in the charge, however, \(c\) is small and the feedback is weak. The spread passes through a maximum of about 9% after some five minutes, when the tension at the centre is about 155 MPa. The feedback therefore lowers the peak stress much less than the final stress.

This is a favourable estimate, not a safe correction. The dilute form fails when few free sites remain in the host: the stress term then loses weight, just where the factor above is largest. If the term is multiplied by the fraction of free sites, taken as \(1-x\), the final spread is about 9% instead of 2.4%. Non-ideal mixing changes that weight further, and a diffusivity measured on stressed particles may already contain part of the effect.

### Beside a real electrode

Radii of a few micrometres and one-hour charging are ordinary for lithium-ion cells. Diffusivities differ by orders of magnitude between materials and methods of measurement, so \(10^{-14}\ \mathrm{m^2/s}\) is a working value, not a property of electrodes in general. The stiffness and swelling chosen here are a demanding combination, since many stiff oxide hosts swell less; the peak stress and the feedback on diffusion are then weaker. The final stress need not fall with them, because a weaker feedback leaves a larger spread: in the dilute model, halving \(\Omega\) lowers the peak tension at the centre from about 155 to about 90 MPa but raises the final value from about 40 to about 50 MPa. Many real particles are also clusters of smaller grains. If electrolyte enters cracks between the grains, the diffusion length is shorter than the outer radius and the spread is smaller. Uneven current and a diffusivity that falls with filling act the other way, and each roughly doubled the spread in the cases above. Near room temperature, the given data thus support "nearly uniform" as a statement about a spread of order ten percent, uncertain by at least a factor of two. The numerical output lists the values used.

## Values computed for the example and the checks

```
radius R = 5.0 um
diffusivity D = 1.0e-14 m2/s
full-swing time T = 3600 s
R^2/D = 2500 s
R^2/(D T) = 0.6944
P = R^2/(3 D T) = 0.2315
concentration swing = 25000 mol/m3
surface flux = 1.157e-05 mol/(m2 s)
current density = 0.1117 mA/cm2
-- constant D, percent of swing
surface minus centre, formula = 11.57 %
surface minus centre, numerical = 11.57 %
surface minus mean, formula = 4.63 %
mean minus centre, formula = 6.94 %
rms deviation, formula = 3.03 %
rms deviation, numerical = 3.03 %
surface minus centre = 2894 mol/m3
mean filling when surface full = 95.37 %
time when surface full = 3433 s
first root of tan z = z: 4.4934
slowest decay time = 123.8 s
time to 95% of final spread = 385 s
radius for 10% spread = 4.65 um
radius for 1% spread = 1.47 um
D for 10% spread at given R, T = 1.157e-14 m2/s
T for 10% spread at given R, D = 4167 s
-- neglected effects (rough parameters)
falling D: start 3.16e-14, end 3.16e-15 m2/s
activation energy = 0.4 eV
D(273 K)/D(298 K) = 0.240
partial molar volume = 3.5e-06 m3/mol
Young modulus = 100 GPa, Poisson ratio = 0.3
stress factor on D at full swing = 4.92
falling D: spread = 23.8 %, mean filling at stop = 88.8 %
double current: spread = 23.1 %, mean filling at stop = 90.7 %
273 K: spread = 48.0 %, mean filling at stop = 80.8 %
stress feedback: spread = 2.4 %, mean filling at stop = 99.1 %
volume growth = 8.75 %
radius growth = 2.84 %
stress at centre = 193 MPa (tension)
hoop stress at surface = -193 MPa
```
